# Poole–Frenkel emission averaged over all escape directions from a Coulomb trap

A trap in an insulating film is positively charged when empty, so an electron leaving it is pulled back by a Coulomb force. A uniform field helps the electron over the barrier in some directions but not in others. We want the ratio of the emission rate in the field to the rate without it.

Let \(e>0\) be the elementary charge, \(\varepsilon\) the permittivity and \(F\ge0\) the field strength. The angle \(\theta\) is measured from the direction in which the field pushes the electron. With \(c=\cos\theta\), the electron's energy outside the trap core is

\[
U(r,\theta)=-\frac{C}{r}-eFrc,\qquad C=\frac{e^2}{4\pi\varepsilon}.
\]

The zero-field rate is \(R_0=\nu e^{-E_t/kT}\), where \(E_t\) is the trap depth, \(k\) Boltzmann's constant, \(T\) the temperature and \(\nu\) the attempt rate. Both \(E_t\) and \(\nu\) are taken as independent of field, and emission at zero field as isotropic.

### (a) The barrier along one escape direction

**Problem.** Suppose that the electron leaves along a straight ray. Find the position of the barrier and its lowering for every \(\theta\).

**Solution.** At fixed \(\theta\),

\[
\frac{\partial U}{\partial r}=\frac{C}{r^2}-eFc .
\]

For \(c>0\) this vanishes at

\[
r_m(\theta)=\sqrt{\frac{C}{eFc}}=\sqrt{\frac{e}{4\pi\varepsilon Fc}} .
\]

The second derivative, \(-2C/r^3\), is negative, so this is a maximum. There \(C/r_m=eFcr_m=\sqrt{CeFc}\), and

\[
U(r_m,\theta)=-2\sqrt{CeFc}.
\]

The zero-field barrier top is \(U=0\) at infinity. The lowering is therefore

\[
\Delta(\theta)=2\sqrt{CeFc}=\beta\sqrt{F\cos\theta},
\qquad
\beta=\sqrt{\frac{e^3}{\pi\varepsilon}} .
\]

The factor 2 combines two equal contributions, one from the Coulomb energy and one from the field. With this definition \(\beta\sqrt F\) is an energy.

For \(c\le0\) the derivative is positive at every finite \(r\), so there is no maximum. The ray picture then supplies no barrier, and a separate assumption is needed: uphill rays keep their zero-field rate. This is a model choice, not a consequence of the potential.

The straight ray is itself an approximation. At an off-axis ray maximum the radial force vanishes, but a transverse force \(eF\sin\theta\) remains. The true saddle point of the potential lies at \(\theta=0\).

### (b) The average over the sphere

**Problem.** Give each downhill ray its own Boltzmann factor, and find the total enhancement in closed form.

**Solution.** Define

\[
\gamma=\frac{\beta\sqrt F}{kT}.
\]

Isotropic zero-field emission assigns the share \(d\Omega/4\pi\) to a solid angle \(d\Omega\). Integrating over azimuth gives \(2\pi\sin\theta\,d\theta/4\pi=dc/2\), with \(c\) running from \(-1\) to 1. Thus

\[
S(\gamma)=\frac{R(F)}{R_0}
=\frac12\int_{-1}^{0}dc+\frac12\int_0^1e^{\gamma\sqrt c}\,dc .
\]

The first term is \(1/2\). In the second put \(c=s^2\), so \(dc=2s\,ds\):

\[
\frac12\int_0^1e^{\gamma\sqrt c}\,dc=\int_0^1s\,e^{\gamma s}\,ds .
\]

Integration by parts gives

\[
\int_0^1s\,e^{\gamma s}ds
=\left[\frac{s e^{\gamma s}}{\gamma}\right]_0^1
-\frac1\gamma\int_0^1e^{\gamma s}ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}.
\]

Over a common denominator, the total is Hartke's three-dimensional factor:

\[
\boxed{S(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}}
\]

### (c) Weak and strong fields

**Problem.** Show that the apparent singularity at \(\gamma=0\) is absent, and explain how the strong-field result differs from the one-dimensional factor \(e^\gamma\).

**Solution.** Expand the exponential under the integral:

\[
\int_0^1s e^{\gamma s}ds
=\sum_{n=0}^{\infty}\frac{\gamma^n}{n!}\int_0^1s^{n+1}ds
=\sum_{n=0}^{\infty}\frac{\gamma^n}{n!(n+2)} .
\]

The \(n=0\) term is \(1/2\), the downhill share of zero-field emission. Adding the uphill half gives

\[
S=1+\frac\gamma3+\frac{\gamma^2}{8}+\frac{\gamma^3}{30}+\cdots,
\qquad S(0)=1.
\]

Without the uphill half, the formula would predict half the zero-field rate in the limit \(F\to0\).

If the uphill rate is really somewhere between zero and its zero-field value, this choice overestimates \(S\) by at most \(1/2\). That matters when \(S\) is of order one and is negligible when \(S\) is large.

For \(\gamma\gg1\),

\[
S\simeq\frac{\gamma-1}{\gamma^2}e^\gamma\simeq\frac{e^\gamma}{\gamma}.
\]

The factor \(1/\gamma\) measures a cone. Near the axis \(\sqrt{\cos\theta}\simeq1-\theta^2/4\), so the downhill average is approximately

\[
\frac{e^\gamma}{2}\int_0^\infty\theta e^{-\gamma\theta^2/4}d\theta
=\frac{e^\gamma}{\gamma}.
\]

The integrand's exponential falls to \(1/e\) of its axial value at \(\theta=2/\sqrt\gamma\). A stronger field or a lower temperature narrows the cone. The one-dimensional factor instead gives the axial enhancement to the entire sphere.

### (d) Slopes extracted from emission data

**Problem.** Find the local activation energy at fixed field, and the permittivity inferred when a one-dimensional law is fitted to the field dependence at fixed temperature.

**Solution.** Differentiate \(S\) under the integral and integrate by parts once:

\[
S'=\int_0^1s^2e^{\gamma s}ds
=\frac{e^\gamma}{\gamma}-\frac2\gamma\int_0^1s e^{\gamma s}ds .
\]

Inserting the integral from (b),

\[
S'=\frac{e^\gamma(\gamma^2-2\gamma+2)-2}{\gamma^3}.
\]

With \(b=1/kT\), the rate obeys \(\ln R=\ln\nu-bE_t+\ln S(b\beta\sqrt F)\). At fixed \(F\) and \(\nu\),

\[
E_a=-\frac{\partial\ln R}{\partial b}
=E_t-\beta\sqrt F\,\frac{S'}{S}.
\]

Because \(s^2<s\) for \(0<s<1\), we have \(S'<\int_0^1se^{\gamma s}ds<S\). The apparent reduction of the activation energy is therefore smaller than the full axial lowering.

At fixed temperature,

\[
\frac{\partial\ln R}{\partial\sqrt F}=\frac{\beta}{kT}\frac{S'}{S}.
\]

A one-dimensional interpretation equates this slope to \(\beta_{\rm fit}/kT\). Since \(\beta\propto\varepsilon^{-1/2}\),

\[
\varepsilon_{\rm fit}=\frac{\varepsilon}{(S'/S)^2}.
\]

At small \(\gamma\), \(S'/S\to1/3\) and the inferred permittivity tends to \(9\varepsilon\). At large \(\gamma\), \(S'/S\simeq1-1/\gamma\), so the bias slowly disappears. These statements hold within the ray model.

### (e) A test of the ray assumption: diffusive escape

**Problem.** Suppose instead that the electron scatters often and diffuses out of the same potential. Find the enhancement and compare it with \(S\).

**Solution.** Define

\[
a=\frac{C}{kT},\qquad w=\frac{eF}{2kT},\qquad
u=\frac U{kT}=-\frac ar-2wrc .
\]

For constant diffusivity \(D\) and the Einstein relation, the current is \(\mathbf j=-D(\nabla n+n\nabla u)\), where \(n\) is the electron density. In steady state \(\nabla\cdot\mathbf j=0\). Away from the trap \(\nabla^2u=0\), so

\[
\nabla^2n+\frac a{r^2}\partial_rn-2w\,\partial_zn=0 .
\]

We need a solution that is Boltzmann-like near the trap and decays far away. Try

\[
n=e^{-wr(1-c)}\int_0^aH\,ds,\qquad
H=\frac{e^{(a-s)/r}}r\Phi,
\]

where \(\Phi=I_0(2\sqrt y)\), \(y=ws(1+c)\), and \(I_0\) is a modified Bessel function.

**The equation is satisfied.** The prefactor \(E=e^{w(z-r)}\) has \(\nabla E/E=w(\hat{\mathbf z}-\hat{\mathbf r})\) and \(\nabla^2E/E=2w^2(1-c)-2w/r\). Inserting \(n=EG\), the terms in \(w^2\) and in \(\partial_zG\) cancel. What remains is \(LG=0\), with

\[
LG=\nabla^2G+\left(\frac a{r^2}-2w\right)\partial_rG
-\left[\frac{2w}r+\frac{aw(1-c)}{r^2}\right]G .
\]

Now apply \(L\) to \(H\). The radial derivatives are

\[
\partial_rH=-\left(\frac1r+\frac{a-s}{r^2}\right)H,
\]

\[
\frac1r\partial_r^2(rH)=\left[\frac{(a-s)^2}{r^4}+\frac{2(a-s)}{r^3}\right]H .
\]

For the angular part, the series \(\Phi=\sum_n y^n/(n!)^2\) gives \(\partial_y(y\,\partial_y\Phi)=\Phi\). Also \((1+c)\partial_c\Phi=y\,\partial_y\Phi=s\,\partial_s\Phi\). Hence

\[
\partial_c[(1-c^2)\partial_c\Phi]
=-s\,\partial_s\Phi+(1-c)ws\,\Phi .
\]

Collecting terms, the \(2w/r\) pieces cancel. The remaining terms proportional to \(w\) combine into \(w(1+c)(a-s)\Phi=(a-s)\partial_s(s\,\partial_s\Phi)\). Therefore

\[
\begin{aligned}
LH=\frac{e^{(a-s)/r}}{r^3}\Big\{&
\left[-\frac{s(a-s)}{r^2}+\frac{a-2s}{r}\right]\Phi\\
&+(a-s)\partial_s(s\,\partial_s\Phi)-s\,\partial_s\Phi\Big\}.
\end{aligned}
\]

This is a total derivative:

\[
LH=\frac1{r^3}\partial_s\left\{e^{(a-s)/r}s(a-s)
\left[\partial_s\Phi+\frac\Phi r\right]\right\}.
\]

On expanding it, the two terms \(\pm s(a-s)\partial_s\Phi/r\) cancel and the previous line returns. The bracket vanishes at \(s=0\) and \(s=a\), so \(\int_0^aLH\,ds=0\).

**Behaviour at the trap.** For \(r\) much smaller than both \(a\) and the axial barrier distance \(r_m\), extend the upper limit to infinity. With \(p=w(1+c)\),

\[
\frac1r\int_0^\infty e^{-s/r}I_0(2\sqrt{ps})\,ds
=\sum_n\frac{(pr)^n}{n!}=e^{pr}.
\]

Thus \(n\to e^{a/r}e^{-wr(1-c)}e^{wr(1+c)}=e^{-u}\), with a relative tail error that vanishes as \(r\to0\). The density near the trap has the same normalization at every field, as a fair comparison of rates requires.

**The escaping current.** Far away, \(e^{(a-s)/r}\to1\), and the density is concentrated in a narrow wake around \(c=1\). The outward current there is \(2wDn\) to leading order. With \(\Phi\) evaluated at \(c=1\), the total is

\[
2\pi r^2(2wD)\frac1r\int_{-1}^1e^{-wr(1-c)}dc\;
\int_0^aI_0(\sqrt{8ws})\,ds .
\]

The angular integral tends to \(1/(wr)\), leaving \(4\pi D\int_0^aI_0(\sqrt{8ws})ds\). At zero field \(n=e^{a/r}-1\), whose total current is \(4\pi Da\). The ratio is

\[
\frac1a\int_0^aI_0(\sqrt{8ws})ds
=\sum_{n=0}^\infty\frac{(2wa)^n}{n!(n+1)!}
=\frac{2I_1(\gamma)}{\gamma}\equiv S_{\rm diff},
\]

because \(8wa=e^3F/(\pi\varepsilon k^2T^2)=\gamma^2\). This is Onsager's factor.

**Comparison.** At weak field \(S_{\rm diff}=1+\gamma^2/8+\cdots\), which is linear in \(F\). The ray model starts with \(\gamma/3\), proportional to \(\sqrt F\). That term is absent in diffusive escape. From (a), the axial maximum lies at \(r_m=2a/\gamma\). For \(\gamma<2\) it is farther out than \(a\), where the Coulomb energy is already smaller than \(kT\), so a barrier maximum is a poor criterion for escape.

For large \(\gamma\), \(I_1(\gamma)\simeq e^\gamma/\sqrt{2\pi\gamma}\), and

\[
\frac{S_{\rm diff}}S\simeq\sqrt{\frac2{\pi\gamma}} .
\]

The dominant exponential agrees, but the prefactor does not.

### (f) A trap in a magnesium oxide film

**Problem.** Consider a 20 nm MgO film at 300 K and 0.50 MV/cm, with a Coulomb trap of chosen depth 1.00 eV and attempt rate \(10^{13}\ \mathrm{s^{-1}}\). Use the rough optical relative permittivity 3.0. Find the enhancement, the emission times and the apparent parameters.

**Solution.** Here \(C=0.480\) eV nm, \(kT=0.02585\) eV and \(eF=0.050\) eV/nm. The axial barrier lies at

\[
r_m=\sqrt{0.480/0.050}\ \mathrm{nm}=3.10\ \mathrm{nm},
\]

and its lowering is

\[
\beta\sqrt F=2\sqrt{0.480\times0.050}\ \mathrm{eV}=0.310\ \mathrm{eV}.
\]

Hence \(\gamma=0.3098/0.02585=11.98\) and \(e^\gamma=1.603\times10^5\). The average gives

\[
S=0.5+\frac{1+10.985\times1.603\times10^5}{11.985^2}
=1.23\times10^4 ,
\]

or 7.6% of the one-dimensional factor. In an unbounded insulator the zero-field rate is \(1.59\times10^{-4}\ \mathrm{s^{-1}}\), an emission time of about 6300 s. In the field the rate is \(1.95\ \mathrm{s^{-1}}\) and the time is 0.51 s.

With \(S'/S=0.924\), the local activation energy is \(1.00-0.3098\times0.924=0.714\) eV. Adding back the full axial lowering would give 1.024 eV instead of the true 1.00 eV. A one-dimensional fit to the local field slope would return a relative permittivity of \(3.0/0.924^2=3.5\).

The field table in the numerical output shows where the models separate. At 0.001 MV/cm, \(S=1.22\) while diffusive escape gives 1.04. These two weak-field values apply to an unbounded insulator, because the axial barrier would then lie about 69 nm away, outside the 20 nm film. At 0.50 MV/cm the values are \(1.23\times10^4\) and \(2.98\times10^3\).

The zero-field reference in all these ratios is also that of an unbounded insulator. From a trap in mid-film, a ray meets an electrode at \(r=d/|c|\) with \(d=10\) nm, where the zero-field energy is still \(-C|c|/d\). Without image forces, averaging over directions multiplies the zero-field ray rate by \((e^q-1)/q\approx2.9\), with \(q=C/(d\,kT)=1.86\). At 0.50 MV/cm the downhill barriers lie inside the film and the rate hardly changes. Without image forces, the enhancement over the film's own zero-field rate is therefore about three times smaller than \(S\). Image forces in ideal metal electrodes enlarge this correction. They lower the distant zero-field barrier much more than the close barrier in the field, and the same ray average then gives an enhancement about ten times smaller than \(S\).

### (g) How far the estimate can be trusted

**Problem.** Judge the result against the conditions in a real MgO film.

**Solution.** The permittivities, mass, mobility, phonon energy and breakdown field used here are rough values for MgO. The trap depth and attempt rate are chosen and do not identify a particular defect.

*Scattering.* A mobility of 10 cm²/Vs and a mass of 0.40 electron masses give a mean free path of about 0.42 nm, well below the 3.1 nm barrier distance. This argues against free straight rays. But the path is also shorter than the thermal electron's reduced wavelength \(\hbar/mv\), about 1.6 nm, so classical diffusion is not justified at this scale either. The diffusive result serves only as a comparison: it multiplies \(S\) by 0.24 and lengthens the emission time to about 2 s if the zero-field rate is held fixed. The field energy gained over this nominal path is about 0.021 eV, comparable with \(kT\), so carrier heating cannot be excluded.

*Screening.* The optical permittivity assumes that the lattice has no time to respond. The force-free diffusive time \(r_m^2/6D\) is about 62 fs, while a longitudinal optical phonon of 0.090 eV has a period of 46 fs. The Coulomb and field forces can change the actual passage time by a factor of a few, so the comparison is rough, but it shows that purely electronic screening is not assured. With the rough static relative permittivity 9.8, at the same field and temperature, \(\gamma=6.63\) and \(S\) falls to about 98. This is the largest correction considered here, a factor of about 125.

*Tunnelling.* The axial barrier top has curvature \(-2C/r_m^3\), equivalent to an inverted oscillator with \(\hbar\omega=0.078\) eV. Let \(P(E)\) be the transmission probability. The thermal average \(\int P(E)e^{-(E-E_{\rm top})/kT}dE/kT\) equals one for classical escape. Below the top, \(P=1/(1+e^W)\), where \(W\) is twice the WKB decay integral through the actual barrier. Above it, the parabolic form \(W=-2\pi(E-E_{\rm top})/\hbar\omega\) is used. The result is a factor of about 1.5 for motion along the downhill axis. This average assumes a continuum of thermally populated levels below the barrier top, which this well does not supply. With the mass and permittivity used here the hydrogen-like \(n=2\) level lies at \(-0.15\) eV, or about \(-0.21\) eV with its linear Stark shift, which is above the barrier top at \(-0.31\) eV. A semiclassical count gives only about one state below the top. The factor therefore indicates only the scale of the effect; in a real trap, tunnelling below the top would have to be phonon-assisted.

This is not the whole quantum correction. Across the axis the saddle confines the electron, with curvature \(C/r_m^3\) in each of two directions and \(\hbar\omega_\perp=0.055\) eV. The zero-point energy of this motion raises the barrier. In the harmonic approximation the two directions together contribute \((x/\sinh x)^2\approx0.69\), with \(x=\hbar\omega_\perp/2kT=1.07\), which would nearly cancel the gain from tunnelling. The harmonic approximation is poor here, because the oscillator length \(\sqrt{\hbar/m\omega_\perp}\approx1.9\) nm is not small against \(r_m\). In the actual transverse Coulomb profile the zero-point energy is about 0.044 eV rather than 0.055 eV, and the factor is about 0.8 to 0.9 when the transverse motion is cut off at a radius of 8 to 20 nm. The cancellation is then only partial, but both corrections remain of order one.

*Neighbouring traps and electrodes.* A trap density of \(4.2\times10^{18}\ \mathrm{cm^{-3}}\) has a mean spacing \(N^{-1/3}\) of twice the barrier distance. The isolated-trap potential requires a density well below this. A trap in mid-film is 10 nm from each electrode. Measured along the field, a downhill ray's barrier lies at \(r_m(\theta)\cos\theta=3.1\sqrt{\cos\theta}\) nm, so every such barrier is inside the film. Image forces at the electrodes are not included in \(S\). They matter mainly for the film's zero-field rate, as noted in (f).

*Local field.* Charge stored in a real film makes the field non-uniform. Since \(\partial\ln S/\partial\ln F=(\gamma/2)(S'/S)\approx5.5\), a local field 10% higher raises the rate by roughly 70%. Doubling the field to 1.0 MV/cm raises \(S\) about a hundredfold, to \(1.27\times10^6\). The example field is one tenth of the rough breakdown field of 5 MV/cm, but that ratio alone does not guarantee reliability.

*Temperature of use.* At 400 K, with field, depth, permittivity and attempt rate fixed, \(S\) drops to 793 because \(\gamma\) is smaller. The emission rate nevertheless rises to about \(2.0\times10^3\ \mathrm{s^{-1}}\), because thermal activation over the remaining barrier becomes easier.

For this film the ray average is therefore an order-of-magnitude guide at best, and the uncertainty in screening can exceed even that. An absolute emission time also requires a measured \(E_t\) and \(\nu\), since the enhancement factor fixes neither.

## Calculated quantities

```
MgO film; rough material values, chosen trap values
optical relative permittivity: 3.0
static relative permittivity: 9.8
temperature: 300 K
thermal energy kT: 0.02585 eV
field: 0.50 MV/cm
film thickness: 20 nm
voltage across film: 1.00 V
trap depth: 1.00 eV
attempt rate: 1.0e+13 1/s
Coulomb strength e^2/(4 pi eps): 0.4800 eV nm
downhill barrier distance: 3.098 nm
downhill barrier lowering: 0.3098 eV
gamma: 11.9849
one-dimensional factor exp(gamma): 1.6032e+05
three-dimensional factor S: 1.2261e+04
S / exp(gamma): 0.07648
zero-field emission rate: 1.5876e-04 1/s
zero-field emission time: 6.2988e+03 s
emission rate in field: 1.9466e+00 1/s
emission time in field: 5.1371e-01 s
logarithmic slope S'/S: 0.92412
apparent activation energy: 0.7137 eV
apparent 1D-fit permittivity: 3.513
field MV/cm | gamma | exp(gamma) | S | Onsager
0.0000 | 0.0000 | 1.0000e+00 | 1.0000e+00 | 1.0000e+00
0.0001 | 0.1695 | 1.1847e+00 | 1.0603e+00 | 1.0036e+00
0.0010 | 0.5360 | 1.7091e+00 | 1.2203e+00 | 1.0363e+00
0.0100 | 1.6949 | 5.4463e+00 | 2.1655e+00 | 1.4047e+00
0.1000 | 5.3598 | 2.1269e+02 | 3.2813e+01 | 1.2650e+01
0.5000 | 11.9849 | 1.6032e+05 | 1.2261e+04 | 2.9839e+03
1.0000 | 16.9493 | 2.2960e+07 | 1.2747e+06 | 2.5661e+05
Neglected effects at the example field
Onsager factor / S: 0.2434
rough mobility: 10.0 cm2/Vs
rough effective mass: 0.40 electron masses
mean free path estimate: 0.420 nm
diffusive time to barrier distance: 61.9 fs
rough LO phonon energy: 0.090 eV
LO phonon period: 46.0 fs
gamma with static permittivity: 6.6311
S with static permittivity: 97.632
barrier-top quantum hbar omega: 0.0784 eV
downhill tunnelling multiplier: 1.477
trap density for barrier overlap: 4.203e+18 1/cm3
rough breakdown field: 5.0 MV/cm
field / breakdown field: 0.100
use temperature: 400 K
S at use temperature: 7.9270e+02
emission rate at use temperature: 1.9937e+03 1/s
```
